# Photoionization cross section of an electron in a zero-range trap: test program

```python
"""Photoionization of an electron bound by a zero-range s-wave potential.

Result under test, for photon energy eps above the binding energy Eb:
  sigma = (g^2/n) (16 pi alpha/3) (hbar^2/m) sqrt(Eb) (eps-Eb)^1.5 / eps^3
with its maximum at eps = 2 Eb.
m: effective mass, n: refractive index, g: local/macroscopic field ratio,
alpha: fine-structure constant, kappa: inverse decay length of the bound state.
Scaled quantities use length 1/kappa, energy Eb and time hbar/Eb, so that a
free electron of wave number k has energy k^2 and x = eps/Eb = 1 + k^2.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn, spherical_yn

hbar, charge, alpha = const.hbar, const.e, const.fine_structure
binding_eV, mass_ratio, index, local_ratio = 1.5, 0.5, 2.0, 1.0
mass = mass_ratio * const.m_e
binding = binding_eV * charge
kappa = np.sqrt(2 * mass * binding) / hbar


def sigma_formula(eps, n=index, g=local_ratio):
    """Derived cross section in m^2; eps in joules."""
    if eps <= binding:
        return 0.0
    return (g**2 / n * 16 * np.pi * alpha / 3 * hbar**2 / mass
            * np.sqrt(binding) * (eps - binding)**1.5 / eps**3)


def gauss(lower, upper, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    half = (upper - lower) / 2
    return lower + half * (nodes + 1), half * weights


# Converts x * R^2 / k (scaled radial dipole R, k-normalized final state) to m^2.
radial_to_sigma = (local_ratio**2 / index * alpha * hbar**2
                   / (mass * binding) * np.pi**2 / 3)

# --- Bound-state norm and plane-wave dipole element by direct integration ---
radius, radius_w = gauss(0, 60, 500)
cosine, cosine_w = gauss(-1, 1, 120)
bound_3d = np.sqrt(1 / (2 * np.pi)) * np.exp(-radius) / radius
norm = np.sum(radius_w * 4 * np.pi * radius**2 * bound_3d**2)
assert abs(norm - 1) < 1e-8
for k in (0.3, 1.0, 1.6):
    phase = np.exp(-1j * k * np.outer(radius, cosine))
    angular = phase @ (cosine_w * cosine)
    element = 2 * np.pi * np.sum(radius_w * radius**3 * bound_3d * angular)
    derived = -1j * np.sqrt(1 / (2 * np.pi)) * 8 * np.pi * k / (1 + k**2)**2
    assert abs(element - derived) < 1e-7 * abs(derived)


# --- Finite square well with its true p-wave continuum ---
def well_angle(a):
    """Inner wave number times radius for the well that binds with energy Eb."""
    return brentq(lambda t: t * np.cos(t) + a * np.sin(t), np.pi / 2, np.pi)


def well_cross_section(x, a):
    """Cross section in m^2 and p-wave phase shift; a is the scaled radius."""
    k = np.sqrt(x - 1)
    y = well_angle(a)
    inner_k = y / a
    q = np.sqrt(k**2 + inner_k**2 + 1)
    log_der = q * spherical_jn(1, q * a, True) / spherical_jn(1, q * a)
    top = k * spherical_jn(1, k * a, True) - log_der * spherical_jn(1, k * a)
    low = k * spherical_yn(1, k * a, True) - log_der * spherical_yn(1, k * a)
    delta = np.arctan(top / low)
    r_in, w_in = gauss(0, a, 40)
    r_out, w_out = gauss(a, a + 40, 600)

    def outer_p(r):
        return np.sqrt(2 / np.pi) * k * r * (
            np.cos(delta) * spherical_jn(1, k * r)
            - np.sin(delta) * spherical_yn(1, k * r))

    b_in = np.sin(inner_k * r_in) / np.sin(y) * np.exp(-a)
    b_out = np.exp(-r_out)
    bound_norm = np.sum(w_in * b_in**2) + np.sum(w_out * b_out**2)
    p_in = (outer_p(a) * r_in * spherical_jn(1, q * r_in)
            / (a * spherical_jn(1, q * a)))
    dipole = (np.sum(w_in * b_in * r_in * p_in)
              + np.sum(w_out * b_out * r_out * outer_p(r_out)))
    return radial_to_sigma * x * dipole**2 / bound_norm / k, delta


for x in (1.02, 1.5, 2.0, 4.0, 30.0):
    ratio = well_cross_section(x, 0.001)[0] / sigma_formula(x * binding)
    assert abs(ratio - 1) < 0.002  # remaining range effect is about 0.001

near, far = 1e-4, 4e-4
threshold_power = np.log(well_cross_section(1 + far, 0.001)[0]
                         / well_cross_section(1 + near, 0.001)[0]) / np.log(4)
assert abs(threshold_power - 1.5) < 0.003

range_rows = []
for a in (0.2, 0.1, 0.05):
    well_sigma, delta = well_cross_section(2.0, a)
    gain = well_sigma / sigma_formula(2 * binding)
    # squared outer amplitude of the normalized well state / zero-range state
    amplitude_gain = np.exp(2 * a) * np.sin(well_angle(a))**2 / (1 + a)
    # the p-wave phase shift and the inner region enter from third order on
    assert abs(gain - amplitude_gain) < a**3
    assert abs(delta) < a**3
    well_peak = minimize_scalar(lambda x: -well_cross_section(x, a)[0] / 1e-20,
                                bounds=(1.5, 2.6), method="bounded",
                                options={"xatol": 1e-7}).x
    range_rows.append((a, gain, amplitude_gain, delta, well_peak))
assert abs(range_rows[-1][4] - 2) < 0.01

# --- Cross section from the decay of a driven bound state ---
box = 300.0
order = np.arange(1, 381)
zeros = (order + 0.5) * np.pi
for _ in range(30):
    zeros = (order + 0.5) * np.pi - np.arctan(1 / zeros)
k_box = zeros / box
r, w = gauss(0, 40, 500)
box_norm = np.sqrt(2 / box**3) / np.abs(spherical_jn(2, zeros))
bessel = spherical_jn(1, np.outer(k_box, r))
dipoles = box_norm * (bessel @ (w * np.sqrt(2) * np.exp(-r) * r**2)) / np.sqrt(3)
gaps = k_box**2 + 1
drive, omega = 0.05, 2.0


def derivative(t, c):
    coupling = drive * np.cos(omega * t) * dipoles * np.exp(1j * gaps * t)
    out = np.empty_like(c)
    out[0] = -1j * np.sum(np.conj(coupling) * c[1:])
    out[1:] = -1j * coupling * c[0]
    return out


state = np.zeros(len(order) + 1, dtype=complex)
state[0] = 1
step = np.pi / 160
population = {}
for i in range(4800):
    t = i * step
    if i == 1600:
        population["early"] = abs(state[0])**2
    s1 = derivative(t, state)
    s2 = derivative(t + step / 2, state + step / 2 * s1)
    s3 = derivative(t + step / 2, state + step / 2 * s2)
    s4 = derivative(t + step, state + step * s3)
    state = state + step / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
population["late"] = abs(state[0])**2
assert abs(np.sum(np.abs(state)**2) - 1) < 1e-5
decay = np.log(population["early"] / population["late"]) / (3200 * step)
decay_SI = decay * binding / hbar
field = drive * binding * kappa / charge / local_ratio
flux_drive = index * const.epsilon_0 * const.c * field**2 / (2 * omega * binding)
sigma_decay = decay_SI / flux_drive
# finite time and finite drive leave errors of order one percent
assert abs(sigma_decay / sigma_formula(omega * binding) - 1) < 0.02

# --- Dipole sum rule and maximum ---
area = quad(lambda x: sigma_formula(x * binding, 1.0, 1.0) / 1e-20,
            1, np.inf, limit=200)[0] * 1e-20 * binding
sum_rule = 2 * np.pi**2 * alpha * hbar**2 / mass
assert abs(area / sum_rule - 1) < 1e-6
peak_x = minimize_scalar(lambda x: -sigma_formula(x * binding) / 1e-20,
                         bounds=(1.01, 10), method="bounded",
                         options={"xatol": 1e-9}).x
assert abs(peak_x - 2) < 1e-5
peak_sigma = sigma_formula(peak_x * binding)
peak_closed = (local_ratio**2 / index * 2 * np.pi * alpha / 3
               * hbar**2 / (mass * binding))
assert abs(peak_sigma / peak_closed - 1) < 1e-8


# --- A charged core: Coulomb p wave, zero-range bound function retained ---
def coulomb_cross_section(k, bohr=2.0):
    rc, wc = gauss(0, 40, 80)
    wave = np.array([float(mp.re(mp.coulombf(1, -1 / (k * bohr), k * s)))
                     for s in rc])
    dipole = np.sum(wc * np.sqrt(2) * np.exp(-rc) * rc
                    * np.sqrt(2 / np.pi) * wave)
    return radial_to_sigma * (1 + k**2) * dipole**2 / k


coulomb_low, coulomb_high = (coulomb_cross_section(k) for k in (0.05, 0.1))
coulomb_ratio = coulomb_high / coulomb_low
neutral_ratio = (sigma_formula(1.01 * binding)
                 / sigma_formula(1.0025 * binding))
assert abs(coulomb_ratio - 1) < 0.15
assert neutral_ratio > 7

# --- Worked example ---
half_low = brentq(lambda x: sigma_formula(x * binding) / peak_sigma - 0.5, 1.001, 2)
half_high = brentq(lambda x: sigma_formula(x * binding) / peak_sigma - 0.5, 2, 50)
flux = 1e20
print(f"binding energy: {binding_eV:.2f} eV")
print(f"effective mass: {mass_ratio:.2f} electron masses")
print(f"refractive index: {index:.2f}; local-field ratio: {local_ratio:.2f}")
print(f"kappa: {kappa:.4e} 1/m")
print(f"decay length 1/kappa: {1e9 / kappa:.4f} nm")
for energy in (1.6, 2.0, 2.5, 3.0, 4.0, 5.0, 6.0):
    value = sigma_formula(energy * charge)
    print(f"sigma at {energy:.1f} eV: {value:.4e} m^2")
print(f"peak photon energy: {peak_x * binding_eV:.4f} eV")
print(f"peak energy / binding energy: {peak_x:.5f}")
print(f"peak cross section: {peak_sigma:.4e} m^2 = {peak_sigma * 1e4:.4e} cm^2")
wavelength = const.h * const.c / (peak_x * binding)
print(f"vacuum wavelength at peak: {wavelength * 1e9:.2f} nm")
print(f"lower half-maximum energy: {half_low * binding_eV:.4f} eV")
print(f"upper half-maximum energy: {half_high * binding_eV:.4f} eV")
print(f"chosen photon flux: {flux:.2e} 1/(m^2 s)")
print(f"emission rate at peak: {flux * peak_sigma:.4e} 1/s")
print(f"mean emission time at peak: {1 / (flux * peak_sigma):.3f} s")
print(f"sigma at peak from driven decay: {sigma_decay:.4e} m^2")
print(f"driven decay / formula: {sigma_decay / peak_sigma:.5f}")
print(f"integrated sigma / sum rule (n=g=1): {area / sum_rule:.8f}")
print(f"threshold exponent from short-range well: {threshold_power:.5f}")
for a, gain, amplitude_gain, delta, well_peak in range_rows:
    print(f"well kappa*a={a:.2f}: sigma(2Eb)/zero-range={gain:.5f}")
    print(f"  squared outer-amplitude ratio={amplitude_gain:.5f}")
    print(f"  p phase shift={delta:.3e} rad; peak/Eb={well_peak:.5f}")
print("threshold comparison: excess energies 0.0100 Eb and 0.0025 Eb")
print(f"  sigma ratio, neutral core: {neutral_ratio:.4f}")
print(f"  sigma ratio, Coulomb core (Bohr radius 2/kappa): {coulomb_ratio:.4f}")
print("done: every assertion held")
```

It prints:

```
binding energy: 1.50 eV
effective mass: 0.50 electron masses
refractive index: 2.00; local-field ratio: 1.00
kappa: 4.4368e+09 1/m
decay length 1/kappa: 0.2254 nm
sigma at 1.6 eV: 8.8095e-23 m^2
sigma at 2.0 eV: 5.0429e-22 m^2
sigma at 2.5 eV: 7.3029e-22 m^2
sigma at 3.0 eV: 7.7640e-22 m^2
sigma at 4.0 eV: 7.0476e-22 m^2
sigma at 5.0 eV: 5.9773e-22 m^2
sigma at 6.0 eV: 5.0429e-22 m^2
peak photon energy: 3.0000 eV
peak energy / binding energy: 2.00000
peak cross section: 7.7640e-22 m^2 = 7.7640e-18 cm^2
vacuum wavelength at peak: 413.28 nm
lower half-maximum energy: 1.8653 eV
upper half-maximum energy: 7.6591 eV
chosen photon flux: 1.00e+20 1/(m^2 s)
emission rate at peak: 7.7640e-02 1/s
mean emission time at peak: 12.880 s
sigma at peak from driven decay: 7.7646e-22 m^2
driven decay / formula: 1.00008
integrated sigma / sum rule (n=g=1): 1.00000000
threshold exponent from short-range well: 1.49935
well kappa*a=0.20: sigma(2Eb)/zero-range=1.22901
  squared outer-amplitude ratio=1.22599
  p phase shift=7.131e-04 rad; peak/Eb=2.00233
well kappa*a=0.10: sigma(2Eb)/zero-range=1.10654
  squared outer-amplitude ratio=1.10621
  p phase shift=8.006e-05 rad; peak/Eb=2.00029
well kappa*a=0.05: sigma(2Eb)/zero-range=1.05156
  squared outer-amplitude ratio=1.05152
  p phase shift=9.487e-06 rad; peak/Eb=2.00004
threshold comparison: excess energies 0.0100 Eb and 0.0025 Eb
  sigma ratio, neutral core: 7.8231
  sigma ratio, Coulomb core (Bohr radius 2/kappa): 1.0119
done: every assertion held
```
